# Rank-One and Rank-Two Times in Fractional Rotational Diffusion

For isotropic rotational diffusion that is fractional in time, of order $0<\alpha\le 1$, the correlation of rank $l$ of a molecular direction $\mathbf u$ is

$$C_l(t)=\langle P_l(\mathbf u(0)\cdot\mathbf u(t))\rangle=E_\alpha\!\left[-(t/\tau_l)^\alpha\right],\qquad \tau_l=[l(l+1)K]^{-1/\alpha},$$

and therefore

$$\frac{\tau_1}{\tau_2}=\left(\frac{6K}{2K}\right)^{1/\alpha}=3^{1/\alpha}.$$

Here $P_l$ is a Legendre polynomial, $K$ is the fractional diffusion constant, with unit time$^{-\alpha}$, and $E_\alpha(z)=\sum_{k\ge0}z^k/\Gamma(1+\alpha k)$ is the Mittag-Leffler function. For $\alpha=1$ it is the exponential, and the ratio is Debye's value 3. The clock starts at $t=0$, when the system is prepared. The characteristic time is the scale $\tau_l$, not the area under $C_l$, which is infinite for $\alpha<1$.

## First derivation: the fractional diffusion equation

Define the fractional integral of order $\alpha$ by

$$J^\alpha f(t)=\frac1{\Gamma(\alpha)}\int_0^t(t-s)^{\alpha-1}f(s)\,ds .$$

The Riemann–Liouville derivative of order $1-\alpha$ is $D_t^{1-\alpha}f=\frac{d}{dt}J^\alpha f$. The probability density $W$ of the direction on the unit sphere is assumed to obey

$$\frac{\partial W}{\partial t}=K\,D_t^{1-\alpha}\nabla^2W ,$$

where $\nabla^2$ is the angular Laplacian. Put the polar axis along $\mathbf u(0)$, so that $W$ starts as a delta function at the pole and $C_l(t)=\int P_l(\cos\theta)\,W\,d\Omega$, with $C_l(0)=P_l(1)=1$.

Multiply the equation by $P_l(\cos\theta)$ and integrate over the sphere. The sphere has no boundary, so two integrations by parts move $\nabla^2$ onto $P_l$. With $x=\cos\theta$, Legendre's equation reads

$$\nabla^2P_l=\frac{d}{dx}\left[(1-x^2)\frac{dP_l}{dx}\right]=-l(l+1)P_l .$$

For the two ranks of interest this is quickly confirmed: $P_1=x$ gives $-2x$, and $P_2=(3x^2-1)/2$ gives $\frac{d}{dx}(3x-3x^3)=3-9x^2=-6P_2$. Hence

$$\frac{dC_l}{dt}=-\lambda_l\frac{d}{dt}J^\alpha C_l,\qquad \lambda_l=l(l+1)K .$$

Integrate from 0 to $t$. Since $|C_l|\le1$, we have $|J^\alpha C_l|\le t^\alpha/\Gamma(1+\alpha)$, which vanishes at $t=0$. There is thus no extra constant, and

$$1-C_l(t)=\lambda_l\,J^\alpha C_l(t). \tag{1}$$

The operation $J^\alpha$ is a convolution with $t^{\alpha-1}/\Gamma(\alpha)$, whose Laplace transform is $s^{-\alpha}$. Equation (1) becomes $1/s-\hat C_l=\lambda_ls^{-\alpha}\hat C_l$, so

$$\hat C_l(s)=\frac{s^{\alpha-1}}{s^\alpha+\lambda_l}=\sum_{k=0}^\infty(-\lambda_l)^k s^{-\alpha k-1}\qquad(s^\alpha>\lambda_l).$$

The inverse transform of $s^{-\alpha k-1}$ is $t^{\alpha k}/\Gamma(1+\alpha k)$. Summing the terms gives $C_l=E_\alpha(-\lambda_lt^\alpha)$, and $\lambda_l=\tau_l^{-\alpha}$ gives the stated result.

The same factor multiplies the rank-$l$ moment of any initial distribution, because the equation is linear. A weak field along the axis prepares $W=(1+\xi\cos\theta)/4\pi$, with $\xi$ the dipole energy over $k_BT$. After the field is removed at $t=0$, $\langle\cos\theta\rangle=(\xi/3)C_1(t)$.

**Why any fixed level gives the same ratio.** Write $C_l(t)=F(t/\tau_l)$ with $F(x)=E_\alpha(-x^\alpha)$. For $\alpha<1$ the transform $\hat F=s^{\alpha-1}/(s^\alpha+1)$ has a cut on the negative real axis but no pole on the cut plane, since $s^\alpha=-1$ would need a phase $\pm\pi/\alpha$ beyond $\pm\pi$. Closing the inversion contour around the cut gives

$$F(x)=\int_0^\infty\rho(r)e^{-rx}dr,\qquad \rho(r)=-\frac1\pi\,\mathrm{Im}\,\hat F(re^{i\pi}).$$

At $s=re^{i\pi}$ the numerator is $-r^{\alpha-1}e^{i\pi\alpha}$ and the denominator is $1+r^\alpha e^{i\pi\alpha}$. Multiplying both by the conjugate of the denominator yields

$$\rho(r)=\frac{\sin\pi\alpha}{\pi}\,\frac{r^{\alpha-1}}{r^{2\alpha}+2r^\alpha\cos\pi\alpha+1}>0 . \tag{2}$$

So $F$ falls steadily from 1 to 0 and crosses each level $c$ between them once, at some $x_c$. The crossing times are $x_c\tau_1$ and $x_c\tau_2$, and $x_c$ cancels in their ratio.

A direct solution of the fractional equation on an angular grid, from a polar start, gave a ratio of 1/e times of 3.943 for $\alpha=0.8$, against 3.948 from the formula. For $\alpha=0.5$ it gave 8.978 against 9.

## Second derivation: a random walk with long waits

Now follow individual molecules. A direction rests for a random time and then turns by a fixed angle $\delta$, with a random azimuth about its old direction. The waits are independent, and the probability that a wait exceeds $t$ is $E_\alpha[-(t/\tau_w)^\alpha]$. By (2) this is a proper decreasing probability. Its transform is $\hat S=s^{\alpha-1}/(s^\alpha+\tau_w^{-\alpha})$, so the waiting-time density has the transform

$$\hat\psi=1-s\hat S=\frac1{1+(s\tau_w)^\alpha}.$$

The mean number of turns per unit time, $m(t)$, is the sum of the densities of the first, second and later turns:

$$\hat m=\sum_{n\ge1}\hat\psi^n=\frac{\hat\psi}{1-\hat\psi}=(s\tau_w)^{-\alpha},\qquad m(t)=\frac{t^{\alpha-1}}{\Gamma(\alpha)\tau_w^\alpha}.$$

For $\alpha<1$ the turns become rarer as the system ages.

By the addition theorem for spherical harmonics, averaging over the azimuth of one turn multiplies $P_l(\mathbf u(0)\cdot\mathbf u)$ by $p_l=P_l(\cos\delta)$. For $l=1$ this is plain: the part of the new direction perpendicular to the old one averages to zero, leaving a factor $\cos\delta$. After $N$ turns the factor is $p_l^N$, so $C_l(t)=\langle p_l^{N(t)}\rangle$.

To average over $N$, use the geometric sum

$$p^n=1-(1-p)\sum_{j=0}^{n-1}p^j .$$

Each term belongs to one turn, with $j$ the number of turns that follow it before $t$. Just after a turn at time $s$ a new wait begins, so the later history is that of a fresh walk of duration $t-s$, and the average of $p_l^j$ is $C_l(t-s)$. Adding the contributions of turns at all times $s$,

$$C_l(t)=1-(1-p_l)\int_0^tm(s)\,C_l(t-s)\,ds .$$

Inserting $m(s)$ gives equation (1) again, now with

$$\lambda_l=\frac{1-P_l(\cos\delta)}{\tau_w^\alpha}. \tag{3}$$

The Mittag-Leffler decay thus holds for turns of any size. The factor $l(l+1)$ needs small turns. Legendre's equation at $x=1$ reads $-2P_l'(1)+l(l+1)=0$, hence $P_l'(1)=l(l+1)/2$. With $1-\cos\delta\approx\delta^2/2$,

$$1-P_l(\cos\delta)\approx\frac{l(l+1)}4\delta^2,\qquad \lambda_l\to l(l+1)K,\qquad K=\frac{\delta^2}{4\tau_w^\alpha}.$$

The limit is $\delta\to0$ and $\tau_w\to0$ at fixed $K$. It reproduces the first result, including the ratio $3^{1/\alpha}$.

For finite turns, $1-p_1=1-\cos\delta$ and $1-p_2=\frac32\sin^2\delta=\frac32(1-\cos\delta)(1+\cos\delta)$. Therefore

$$\frac{\tau_1}{\tau_2}=\left(\frac{\lambda_2}{\lambda_1}\right)^{1/\alpha}=\left[\frac{3(1+\cos\delta)}2\right]^{1/\alpha}.$$

At $\alpha=0.8$ this is 3.91 for turns of 10 degrees and 2.76 for turns of 60 degrees. The second value is below 3 although the motion is fractional, so a ratio below 3 does not by itself exclude fractional dynamics.

## What each derivation assumes

Both derivations assume isotropic motion, no inertia, and a clock started at preparation. The first postulates a closed law for the density at one time. It contains small steps through the Laplacian but says nothing about the path of a molecule. The second specifies the paths, so it also fixes correlations between two later times, and it shows what happens when turns are large.

**Ageing.** Let the first observation be made at age $t_a$ and the second after a further lag $t$. The geometric sum now runs over turns between $t_a$ and $t_a+t$, while the history after each such turn is still fresh. The same argument gives

$$C_l(t_a,t_a+t)=1-\frac{\lambda_l}{\Gamma(\alpha)}\int_0^t(t_a+s)^{\alpha-1}F\!\left(\frac{t-s}{\tau_l}\right)ds .$$

For $\alpha<1$ this depends on $t_a$. Since $F\le1$ and $(t_a+s)^{\alpha-1}\le t_a^{\alpha-1}$, the loss of correlation is at most $\lambda_lt\,t_a^{\alpha-1}/\Gamma(\alpha)$, which tends to zero as the age grows at fixed lag. With $\alpha=0.8$ and $\tau_1=50$ ps, the rank-one correlation over a lag of 50 ps is 0.387 at age zero, 0.529 at age 50 ps and 0.996 at age 1 s. The ratio of 1/e times also changes: at age $\tau_1$ it is 2.56 instead of 3.95. One common age is a different multiple of $\tau_1$ and of $\tau_2$, so the two correlations no longer share one curve.

An equilibrated liquid whose spectrum does not drift cannot be this walk with its infinite mean wait. For such a liquid, $C_l(t)=F(t/\tau_l)$ with $t$ the lag between any two times is a postulated stationary memory law. The first derivation provides its form, but the waits of the second do not justify it.

**A static mixture.** Equation (2) allows another reading of the same rank-one curve. Suppose each molecule keeps its own ordinary diffusion constant $D$, and that $r=2D\tau_1$ is distributed with density $\rho(r)$. Each molecule decays as $e^{-l(l+1)Dt}$, so

$$C_1=\int_0^\infty\rho(r)e^{-rt/\tau_1}dr=F(t/\tau_1),\qquad C_2=\int_0^\infty\rho(r)e^{-3rt/\tau_1}dr=F(3t/\tau_1).$$

The ratio is 3 for every $\alpha$. This single rank-one curve cannot separate the mixture from fractional diffusion; under the ideal assumptions of both models, comparing it with the rank-two curve can.

## Short times, long times and the loss peak

The first terms of the series give

$$1-C_l\approx\frac{(t/\tau_l)^\alpha}{\Gamma(1+\alpha)}\qquad(t\ll\tau_l).$$

At long times and $\alpha<1$ small $r$ dominates in (2), where $\rho\approx(\sin\pi\alpha/\pi)\,r^{\alpha-1}$. With $\int_0^\infty r^{\alpha-1}e^{-rx}dr=\Gamma(\alpha)x^{-\alpha}$ and $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$,

$$C_l\approx\frac{(t/\tau_l)^{-\alpha}}{\Gamma(1-\alpha)}\qquad(t\gg\tau_l).$$

At one common time, $(1-C_2)/(1-C_1)$ at the start and $C_1/C_2$ in the tail both tend to $(\tau_1/\tau_2)^\alpha=3$. In these two limits, amplitudes at equal times thus compare the rates $\lambda_l$. In between they do not: at $t=\tau_1$ and $\alpha=0.8$ the two ratios are 1.45 and 3.43. Times at equal amplitude give $3^{1/\alpha}$ at every level.

Integrating the tail to a late time $T$ gives

$$\int_0^TC_l\,dt\approx\frac{\tau_l^\alpha T^{1-\alpha}}{\Gamma(2-\alpha)},$$

which grows without limit. The ratio of the two truncated areas tends to 3 as well, so an "integral time" obtained from a finite record answers a different question.

For a stationary memory law, the linear response to a field $e^{i\omega t}$, divided by the static response, is the transform of $-dC_l/dt$. Integration by parts gives

$$\phi_l(\omega)=1-i\omega\hat C_l(i\omega)=1-\frac{(i\omega)^\alpha}{(i\omega)^\alpha+\lambda_l}=\frac1{1+(i\omega\tau_l)^\alpha}.$$

For $l=1$ this is the Cole–Cole form of the dielectric response; for $l=2$ it defines the corresponding rank-two spectrum. Put $y=\alpha\ln(\omega\tau_l)$ and $a=\pi\alpha/2$, so that $(i\omega\tau_l)^\alpha=e^{y+ia}$. The loss is

$$-\mathrm{Im}\,\phi_l=\frac{e^y\sin a}{1+2e^y\cos a+e^{2y}}=\frac{\sin a}{2(\cosh y+\cos a)} .$$

It is largest at $y=0$, that is at $\omega\tau_l=1$, with height $\frac12\tan(\pi\alpha/4)$. The rank-two peak therefore lies at a frequency $3^{1/\alpha}$ times that of the rank-one peak.

## A polar liquid

Take $\alpha=0.8$ and $\tau_1=50$ ps, rough typical values for a liquid of long-chain alkyl bromide molecules near room temperature. Such chains are flexible, and several ordinary motions together can also broaden their spectrum. The example borrows the numbers; it does not show that the motion is fractional. Then

$$K=\tfrac12(50\ \mathrm{ps})^{-0.8}=0.0219\ \mathrm{ps}^{-0.8},\qquad \tau_2=\frac{50\ \mathrm{ps}}{3^{1.25}}=\frac{50\ \mathrm{ps}}{3.948}=12.7\ \mathrm{ps}.$$

Ordinary diffusion with the same $\tau_1$ would give 16.7 ps. The level 1/e is crossed at $1.078\,\tau_l$, that is at 53.9 and 13.6 ps. The loss peaks at $1/(2\pi\tau_l)$ are at 3.18 and 12.6 GHz, and their height is 0.363, against 0.5 for a Debye process.

At 10 ps the correlations are $C_1=0.751$ and $C_2=0.448$; at 500 ps they are 0.043 and 0.012. The areas up to $10^4\tau_1$ are 344 and 115 ps, in the ratio 3.00, although the characteristic times differ by 3.95.

## How far a real liquid may depart from the ratio

**Molecular shape.** Let the molecule have an axis, with constant $K_\parallel$ for rotation about it and $K_\perp$ for rotation of the axis itself, and let the dipole be tilted from it by $\chi$. Seen from the molecule, the original dipole direction wanders from its starting point $\mathbf b$ to $\mathbf w$, and the correlation is the mean of

$$P_l(\mathbf b\cdot\mathbf w)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\mathbf w)Y_{lm}^*(\mathbf b).$$

The generator $K_\perp(J_x^2+J_y^2)+K_\parallel J_z^2=K_\perp J^2+(K_\parallel-K_\perp)J_z^2$ makes each $Y_{lm}$ decay with its own rate:

$$\lambda_{lm}=l(l+1)K_\perp+m^2(K_\parallel-K_\perp),\qquad C_l=\sum_m\frac{4\pi}{2l+1}|Y_{lm}(\mathbf b)|^2E_\alpha(-\lambda_{lm}t^\alpha).$$

For $K_\parallel/K_\perp=4$ and $\chi=35$ degrees, chosen to represent an elongated molecule, the ratio of 1/e times is 4.32. That is about 10% above the isotropic value.

**Directing field.** Dielectric spectroscopy measures the polarization of the whole liquid. In a mean-field estimate each dipole feels $E+P/(3\epsilon_0\epsilon_\infty)$, where $P$ is the orientational polarization and $\epsilon_\infty$ the high-frequency permittivity. With $P=\epsilon_0A\phi_1[E+P/(3\epsilon_0\epsilon_\infty)]$ and $\phi_1=1/(1+z)$, $z=(i\omega\tau_1)^\alpha$,

$$\frac{P}{\epsilon_0E}=\frac{A}{B+z},\qquad B=1-\frac{A}{3\epsilon_\infty}.$$

The static limit $A/B=\epsilon_s-\epsilon_\infty$ fixes $B=3\epsilon_\infty/(\epsilon_s+2\epsilon_\infty)$. The spectrum remains Cole–Cole, but its time is

$$\tau_M=\tau_1B^{-1/\alpha}=\tau_1\left(\frac{\epsilon_s+2\epsilon_\infty}{3\epsilon_\infty}\right)^{1/\alpha}.$$

For the rough values $\epsilon_s=5$ and $\epsilon_\infty=2.1$ the factor is $(9.2/6.3)^{1.25}=1.61$. Dividing the macroscopic rank-one time by an uncorrected molecular $\tau_2$ would then give 6.3 instead of 3.95. This is the largest shift among the estimates made here for the liquid, and it exceeds the difference between 3 and 3.95 that one wants to detect. The estimate omits the reaction field and short-range order between neighbours, so its size is uncertain. Another common relation, that of Powles and Glarum, replaces the bracket by $3\epsilon_s/(2\epsilon_s+\epsilon_\infty)$; the factor is then 1.31 and the apparent ratio 5.2. The relation of Fatuzzo and Mason, which includes the reaction field, moves the loss peak by a factor of only 1.15, for an apparent ratio of 4.5; that shift is smaller than the difference between 3 and 3.95.

**Inertia and field strength.** The fractional law has an infinite initial slope, which a molecule with inertia cannot follow. For a mass of 193 u and a gyration radius of 0.3 nm, take the moment of inertia $I$ as the mass times the squared radius, a rough value for end-over-end turning. The free-rotation time $\sqrt{I/k_BT}$ at 298 K is then 2.6 ps; it is shorter for rotation about the long axis. For a direction along the molecular axis, inertia limits the loss to $1-C_l\le\frac{l(l+1)}2(k_BT/I)\,t^2$. With these values the model exceeds this limit up to about 0.4 ps, by which time it has lost 0.02 of $C_1$ and 0.06 of $C_2$; that first part of the decay is certainly wrong. At 2.6 ps the model has lost 0.10 and 0.26, much less than a free rotor would, so inertia alone does not rule these values out. Field saturation is negligible in comparison. For a dipole of 2 D at 0.01 MV/cm, $\xi=0.0016$; the expansion $\coth\xi-1/\xi=\xi/3-\xi^3/45+\dots$ gives a relative correction $\xi^2/15\approx2\times10^{-7}$. The dipole energy would reach $k_BT$ only at about 6 MV/cm, a steady field that an ordinary liquid sample would not withstand.

A measured ratio near $3^{1/\alpha}$, with $\alpha$ taken from the width of the rank-one spectrum, is thus consistent with small-step fractional rotation if both times refer to single molecules and to the same molecular direction. It is not proof, since shape, turn size and the directing field can each move the ratio. Ordinary diffusion of an elongated molecule can even come close to imitating it: with $\alpha=1$, $K_\parallel/K_\perp=10$ and $\chi=45$ degrees, the rank-one loss peak has height 0.361 and the ratio of 1/e times is 3.69. The height corresponds to $\alpha=0.80$ and a predicted ratio of 3.98; the width at half height, 1.69 decades, corresponds to $\alpha=0.77$ and a predicted ratio of 4.2. The full shape of both spectra, and not only one width and one ratio, is needed to tell such cases apart. The main values are in the numerical output below.

## Calculated quantities

```
order alpha = 0.80
rank-one time tau_1 = 50.0 ps
fractional constant K = 0.02187 ps^-0.8
rank-two time tau_2 = 12.66 ps
ratio tau_1/tau_2 = 3.9482
rank-two time if alpha were 1 = 16.67 ps
1/e time in units of tau_l = 1.0777
1/e times, ranks 1 and 2 = 53.89, 13.65 ps
grid solution, alpha 0.5: 1/e ratio = 8.978, formula 9.000
grid solution, alpha 0.8: 1/e ratio = 3.943, formula 3.948
loss peak, rank 1 = 3.18 GHz
loss peak, rank 2 = 12.57 GHz
normalized peak loss = 0.3633 (Debye 0.5)
t = 1 ps: C_1 = 0.9544, C_2 = 0.8705
t = 10 ps: C_1 = 0.7506, C_2 = 0.4477
t = 50 ps: C_1 = 0.3869, C_2 = 0.1129
t = 500 ps: C_1 = 0.0430, C_2 = 0.0123
t = 5000 ps: C_1 = 0.0056, C_2 = 0.0018
short-time loss ratio (1-C_2)/(1-C_1) = 2.9999
long-time ratio C_1/C_2 = 3.0002
integral of C_1 to 1e3 tau_1 = 216.4 ps
integral of C_1 to 1e4 tau_1 = 343.5 ps
integral of C_2 to 1e4 tau_1 = 114.5 ps
ratio of these integrals at 1e4 tau_1 = 2.9995
1/e ratio, static mixture of Debye rates = 3.0000
time ratio for 10 degree turns = 3.9108
time ratio for 60 degree turns = 2.7557
C_1 over a lag tau_1, age 0 = 0.3869
C_1 over a lag tau_1, age tau_1 = 0.5290
C_1 over a lag tau_1, age 1 s = 0.9955
1/e ratio at age tau_1 = 2.5629
axial case: K_par/K_perp = 4.0, dipole tilt = 35 degrees
axial case: 1/e ratio = 4.3238
permittivities: static = 5.0, high-frequency = 2.1
macroscopic/molecular rank-one time = 1.6053
apparent ratio with that factor = 6.338
temperature = 298 K, dipole = 2.0 D
mass = 193 u, gyration radius = 0.3 nm
free-rotation time sqrt(I/kT) = 2.65 ps
1-C_1 and 1-C_2 at that time = 0.0963, 0.2569
dipole energy/kT at 0.01 MV/cm = 0.00162
relative saturation (energy/kT)^2/15 = 1.75e-07
field where dipole energy = kT: 6.17 MV/cm
```
